Time-Step Errors of Crank-Nicolson and Fourth-Order Taylor Propagation, part 1

(Sections cited here and not found follow in the second part.)

## Crank-Nicolson: unitarity and phase lag

Let H be a Hermitian matrix, constant in time, that represents a Hamiltonian on a finite grid or in a finite orthonormal basis. The state ψ is a column of complex numbers with norm ‖ψ‖ = (ψ†ψ)^(1/2), and it obeys

iħ dψ/dt = Hψ.  (1)

The orthonormal eigenvectors of H are φ_j, with real eigenvalues E_j. The time step is dt > 0, and each eigenvalue defines a dimensionless number

x_j = E_j dt/ħ.  (2)

The index is dropped when one eigenstate is considered. The electron mass is m. The charge e does not enter, so the choice of Gaussian units has no effect on the formulas.

The exact solution over one step is ψ(t + dt) = exp(−iH dt/ħ) ψ(t). In the expansion ψ = Σ_j c_j φ_j it multiplies each coefficient c_j by exp(−ix_j). A numerical step that is a function of H alone multiplies c_j by some other number g(x_j), which can be written as

g(x) = |g(x)| exp(−ix + iδ(x)).  (3)

Two errors are visible here. The modulus |g| should be one, and the phase δ should be zero. For positive E, a positive δ means that the numerical phase lags behind the exact one.

After n steps the coefficient is g(x_j)ⁿ c_j, so that

‖ψ_n‖² = Σ_j |g(x_j)|²ⁿ |c_j|².  (4)

The sum is at most the largest value of |g(x_j)|²ⁿ times ‖ψ_0‖², and this value is reached when ψ_0 is the corresponding eigenvector. The norm therefore stays bounded for every initial state if and only if |g(x_j)| ≤ 1 for all j. This is what stability means below. Unitarity is the stronger demand |g(x_j)| = 1 for all j.

The Crank-Nicolson step replaces the time derivative in (1) by a difference and the state on the right by the average of its old value ψ and its new value ψ′:

iħ (ψ′ − ψ)/dt = H (ψ′ + ψ)/2.  (5)

Multiplication by −i dt/ħ gives ψ′ − ψ = −iA(ψ′ + ψ), where A = H dt/(2ħ). Collecting the new state on the left gives

(1 + iA) ψ′ = (1 − iA) ψ.  (6)

Let D = 1 + iA. Because A is Hermitian, D† = 1 − iA. The eigenvalues of D are 1 + ix_j/2, whose moduli are at least one, so D has an inverse for every dt. The step is

ψ′ = Uψ,  U = D⁻¹D†.  (7)

To find U†U, take the adjoint of the product in reverse order, U† = D(D†)⁻¹. Then

U†U = D (D†)⁻¹ D⁻¹ D†.

Both D and D† are polynomials in A, so they commute, and so do their inverses. Exchanging the two inverses in the middle gives

U†U = D D⁻¹ (D†)⁻¹ D† = 1.  (8)

For a finite matrix this also implies UU† = 1. The Crank-Nicolson step is thus unitary for every dt, with no condition on the size of the eigenvalues.

The proof uses the Hermiticity of A and an exact solution of the linear system. If an iterative solver leaves a residual r, so that Dψ′ = D†ψ + r, then ψ′ = Uψ + D⁻¹r. Since no eigenvalue of D has modulus below one, ‖D⁻¹r‖ ≤ ‖r‖, and the norm changes by at most ‖r‖ in that step. Unitarity is then as good as the solver.

If H depends on time and its value at the middle of each step is used, every step is unitary by the same proof, and a product of unitary steps is unitary. The program tests this with 50 steps of a time-dependent random Hermitian matrix.

An absorbing Hamiltonian is a different case. Let an eigenvalue be E − iγ with γ > 0, and let s = γ dt/(2ħ). Since i(E − iγ) dt/(2ħ) = ix/2 + s, the Crank-Nicolson factor becomes

g = (1 − s − ix/2)/(1 + s + ix/2),

|g|² = [(1 − s)² + x²/4]/[(1 + s)² + x²/4] < 1.

Each such eigenstate decays, as it does in the exact evolution. The eigenvectors of a non-Hermitian matrix need not be orthogonal, so (4) does not apply, and the norm of a general state needs its own argument. Let H = H₀ − iΓ with H₀ and Γ Hermitian and Γ without negative eigenvalues, and let χ = ψ′ + ψ. Multiplying ψ′ − ψ = −i(dt/2ħ)Hχ from the left by χ† and taking the real part gives ‖ψ′‖² − ‖ψ‖² = −(dt/2ħ) χ†Γχ ≤ 0. The norm cannot grow, as in the exact evolution with such a Hamiltonian.

For real E, the factor is

g(x) = (1 − ix/2)/(1 + ix/2).  (9)

Write the denominator in polar form, 1 + ix/2 = (1 + x²/4)^(1/2) exp(iθ), with θ = arctan(x/2) between −π/2 and π/2. The numerator is its complex conjugate. The moduli cancel and the phases add:

g(x) = exp(−2iθ) = exp[−2i arctan(x/2)].  (10)

Comparison with (3) gives the phase error per step,

δ(x) = x − 2 arctan(x/2).  (11)

Its size for small x follows from its derivative. Since the derivative of arctan(x/2) is (1/2)/(1 + x²/4),

dδ/dx = 1 − 1/(1 + x²/4) = (x²/4)/(1 + x²/4).  (12)

Let q = x²/4. The identity q/(1 + q) = q − q²/(1 + q) shows that, for q > 0, the right side of (12) lies between q − q² and q. Because δ(0) = 0, integration from 0 to x > 0 gives

x³/12 − x⁵/80 < δ(x) < x³/12.  (13)

The first term comes from ∫₀ˣ u²/4 du = x³/12 and the correction from ∫₀ˣ u⁴/16 du = x⁵/80. For negative x, δ(−x) = −δ(x), because the arctangent is odd. Thus (E dt/ħ)³/12 is the leading phase error for small |x|, and it overestimates the magnitude of the true error by an amount below |x|⁵/80. Relative to the leading term, this amount is (x⁵/80)/(x³/12) = 3x²/20.

The origin of the lag can be seen in the complex plane. In one step the coefficient of an eigenstate turns through the angle 2θ. The chord from old to new value has length 2 sin θ, in units of the modulus, while the average of the two values has length cos θ. Equation (5) requires the chord to be x times the average:

2 sin θ = x cos θ.

To third order, sin θ = θ − θ³/6 and cos θ = 1 − θ²/2. Division by 1 − θ²/6 gives 2θ = x(1 − θ²/3), and with θ ≈ x/2 in the small term, 2θ = x − x³/12. The shortened chord makes the rotation too fast, the shortened average makes it too slow, and the second effect is three times the first.

Another reading of (10) is that Crank-Nicolson propagates exactly, but with each energy E replaced by

E_CN = (2ħ/dt) arctan(E dt/2ħ) = E − E³dt²/(12ħ²) + …  (14)

The eigenvectors are unchanged. The populations |c_j|² and the mean energy Σ_j E_j|c_j|² are therefore conserved, whatever the step. Their conservation says nothing about the accuracy of the phases.

Over a time T there are T/dt steps, and the accumulated lag is to leading order

(T/dt)(E dt/ħ)³/12 = E³dt²T/(12ħ³).  (15)

Halving the step reduces it by a factor of four. For a general state the deviation from the exact state can be bounded. Since |exp(iy) − 1| ≤ |y| for real y, and |δ(x)| ≤ |x|³/12,

‖ψ_n − ψ(T)‖² = Σ_j |c_j|² |exp(inδ_j) − 1|² ≤ Σ_j |c_j|² (n|x_j|³/12)².

With n = T/dt this is

‖ψ_n − ψ(T)‖ ≤ [dt²T/(12ħ³)] ‖H³ψ(0)‖.  (16)

In the square of this bound each eigenstate enters with the factor |c_j|²E_j⁶. High eigenvalues therefore count strongly in the bound, but only if their eigenstates are present in the state. The true error of one component never exceeds 2|c_j|, because |exp(iy) − 1| ≤ 2, so a small weight in high states can lift the bound far above the actual error. A step that is much too long for the highest grid states can still serve for a wave packet whose weight in those states is small.

Observable oscillations depend on relative phases. For two states a and b, with E_b > E_a, the product c_b c_a* should turn by −(E_b − E_a)T/ħ. By (15) it lags by

Λ = (E_b³ − E_a³) dt²T/(12ħ³).  (17)

This depends on the zero of energy, although the exact relative phase does not. Replacing H by H − ε multiplies the exact state by a common phase, but it changes every x in the nonlinear function (11). Let M = (E_a + E_b)/2 and Δ = E_b − E_a. Then

E_b³ = (M + Δ/2)³ = M³ + 3M²Δ/2 + 3MΔ²/4 + Δ³/8,

E_a³ = (M − Δ/2)³ = M³ − 3M²Δ/2 + 3MΔ²/4 − Δ³/8,

E_b³ − E_a³ = 3M²Δ + Δ³/4.  (18)

A shift of the zero changes M and leaves Δ alone. The leading error is smallest for M = 0, with the zero midway between the levels:

Λ_min = Δ³dt²T/(48ħ³).  (19)

A worked case uses round model parameters. One electron moves in a harmonic well with ħω = 1 eV, on 41 points from −10 to 10 Å with spacing h = 0.5 Å. The wave function vanishes at the next point beyond either end. The kinetic energy is the three-point difference −(ħ²/2mh²)(ψ_(k+1) − 2ψ_k + ψ_(k−1)). With ħ = 0.658212 eV fs and ħ²/m = 7.6200 eV Å², the two lowest levels of this matrix are E₀ = 0.49898 eV and E₁ = 1.49491 eV. The initial state is an equal superposition of the two, followed for T = 100 fs.

For dt = 0.1 fs the upper level has x = 1.49491 × 0.1/0.658212 = 0.22712. The leading lag is x³/12 = 9.763 × 10⁻⁴ rad per step, and the measured lag is 9.688 × 10⁻⁴ rad. The difference, 0.8 per cent of the leading term, agrees with 3x²/20 = 0.0077.

The cubes of the two levels differ by 3.341 − 0.124 = 3.217 eV³. Here dt²T = 1 fs³ and 12ħ³ = 3.422 eV³ fs³, so (17) gives 3.217/3.422 = 0.940 rad. The propagated state shows 0.933 rad. With the zero moved to M = 0.99694 eV, (19) gives 0.98787/(48 × 0.28517) = 0.0722 rad, and the measured value is 0.0721 rad. The reduction by a factor of 13 costs nothing. Moving the zero by 0.2 eV to either side of M increased the lag in the program's test.

These errors are relative to the exact evolution of the same grid matrix. The grid has its own error: its level spacing, from the unrounded levels, is 0.99594 eV, against 1 eV for the continuum oscillator without walls. Over 100 fs the difference of 0.00406 eV amounts to 0.00406 × 100/0.658212 = 0.62 rad, also a lag. With the centred zero, the grid error is the larger of the two.

The mean position at 100 fs is 1.697 Å exactly, 1.779 Å with the original zero and 1.761 Å with the centred one. The position errors, 0.083 and 0.065 Å, are much more alike than the phase errors. By parity the mean position is proportional to the cosine of the relative phase. The exact phase is 0.99594 × 100/0.658212 = 151.31 rad, which is 0.51 rad beyond 24 full turns. The first run has reached 0.51 − 0.93 = −0.42 rad, on the other side of the turning point, where the cosine happens to be similar but the electron is still moving outwards. A single position is a poor measure of the phase error.

For the highest grid state the exact phase per step is 9.739 rad, while Crank-Nicolson turns it by 2.737 rad. By (10) the numerical angle can never reach π. The state keeps its norm but has the wrong phase, which is harmless here because its weight in the initial state is zero apart from rounding.

The Crank-Nicolson step is unitary for every dt, but it has a phase error of x³/12 per step to leading order, and the resulting lag between two levels depends on the zero of energy. What remains is to find the stability limit and errors of the fourth-order Taylor step, and to compare the cost of the two methods.

All numerical values are calculated from the stated model.
